\section*{Relaxation-time conductivity of a parabolic band and the displaced Fermi sphere}

\section{Which relaxation time enters the conductivity}

The formula $\sigma=ne^2\tau/m$ cannot be implemented until it is known which $\tau$ belongs in it when the relaxation time depends on energy. The density $n$ counts all electrons in the band, which suggests averaging $\tau$ over all of them. For $\tau(E)=\tau_F(E/E_F)^{3/2}$ at zero temperature, where the number of states per unit energy is proportional to $E^{1/2}$, that average is
\begin{equation}
\frac{\int_0^{E_F}E^{1/2}\tau(E)\,dE}{\int_0^{E_F}E^{1/2}\,dE}
=\tau_F\,\frac{1/3}{2/3}=\frac{\tau_F}{2}.
\end{equation}
The correct value is $\tau_F=\tau(E_F)$, so the conductivity would come out too small by a factor of two. The opposite error is to keep $\tau(E_F)$ but to replace $n$ by the small number of electrons near the Fermi energy. The Boltzmann equation settles both questions.

\section{Model and sign conventions}

Electrons of charge $-e$, with $e>0$, occupy a three-dimensional band with two spin states per wave vector,
\begin{equation}
E=\frac{\hbar^2k^2}{2m},\qquad
\mathbf v=\frac1\hbar\nabla_{\mathbf k}E=\frac{\hbar\mathbf k}{m}.
\end{equation}
The electric field $\mathbf F$ is uniform and static. There is no magnetic field and no gradient of temperature or density. The occupation $f(\mathbf k)$ relaxes towards the Fermi function
\begin{equation}
f_0(E)=\frac{1}{e^{(E-\mu)/k_BT}+1}
\end{equation}
at a rate $1/\tau(E)$ that depends on energy but not on direction.

This $\tau$ is the relaxation time of the current, which in general differs from the time between collisions. Suppose collisions are elastic and $W(\chi)$ is the scattering rate per solid angle through the angle $\chi$. For a deviation $f_1=A(E)\cos\theta$, collisions change $f_1$ at the rate $A\int W(\chi)(\cos\theta'-\cos\theta)\,d\Omega$. Averaging over the azimuth around the initial direction replaces $\cos\theta'$ by $\cos\theta\cos\chi$. The rate is then $-f_1/\tau$ with
\begin{equation}
\frac1\tau=\int W(\chi)(1-\cos\chi)\,d\Omega .
\end{equation}
A single collision through a small angle therefore counts little. When $W$ is strongly peaked forward, such collisions together can still supply much of $1/\tau$: for screened Coulomb scattering, $W\propto(1-\cos\chi+2b)^{-2}$, angles below $30^\circ$ give about a third of it at $b=10^{-2}$ and more than half at $b=10^{-3}$.

\section{First-order solution}

The force $-e\mathbf F$ gives $\hbar\dot{\mathbf k}=-e\mathbf F$. In a uniform stationary state the change of $f$ due to this motion balances the collisions:
\begin{equation}
-\frac e\hbar\mathbf F\cdot\nabla_{\mathbf k}f=-\frac{f-f_0}{\tau(E)} .
\end{equation}
Multiplying by $-\tau$ and moving $f_0$ to the right gives
\begin{equation}
f=f_0+\frac{e\tau}{\hbar}\mathbf F\cdot\nabla_{\mathbf k}f .
\label{eq:full}
\end{equation}
Write $f=f_0+f_1+\dots$, with $f_1$ proportional to the field. The last term already contains one factor of $\mathbf F$, so to first order $f$ may be replaced there by $f_0$. The chain rule gives $\nabla_{\mathbf k}f_0=\hbar\mathbf v\,f_0'$, where the prime means $d/dE$. Hence
\begin{equation}
f_1=\frac{e\tau}{\hbar}\mathbf F\cdot\nabla_{\mathbf k}f_0
=e\tau(E)\,(\mathbf F\cdot\mathbf v)\,f_0'(E).
\label{eq:f1}
\end{equation}
Since $f_0'<0$, the occupation rises where $\mathbf F\cdot\mathbf v<0$: there is a surplus of electrons moving against the field, as their negative charge requires. Because $f_1$ is odd in $\mathbf k$, its integral over $\mathbf k$ vanishes. The density is unchanged to this order, and $\mu$ keeps its equilibrium value.

\section{Current and energy average}

The equilibrium distribution carries no current, so
\begin{equation}
\mathbf j=-e\int\frac{2\,d^3k}{(2\pi)^3}\,\mathbf v f_1
=e^2\int\frac{2\,d^3k}{(2\pi)^3}\,\tau\,\mathbf v(\mathbf v\cdot\mathbf F)(-f_0').
\end{equation}
The minus sign of the charge has been moved into the factor $-f_0'$, which is positive, so the component of the integrand along $\mathbf F$ is never negative. All factors except the velocities depend on energy alone. The average over directions replaces $v_iv_j$ by $v^2\delta_{ij}/3$, so $\mathbf j=\sigma\mathbf F$.

To pass to energy, use $2\,d^3k/(2\pi)^3\to k^2dk/\pi^2$ for functions of $k$ alone. With $k=\sqrt{2mE}/\hbar$ and $dk=\sqrt{m/(2E)}\,dE/\hbar$,
\begin{equation}
\frac{k^2dk}{\pi^2}=g(E)\,dE,\qquad
g(E)=\frac{m\sqrt{2mE}}{\pi^2\hbar^3}.
\end{equation}
Inserting $v^2=2E/m$,
\begin{equation}
\sigma=\frac{e^2}{3}\int_0^\infty g\,v^2\tau(-f_0')\,dE
=\frac{2e^2}{3m}\int_0^\infty g\,E\,\tau(-f_0')\,dE .
\label{eq:sigmaE}
\end{equation}

The density can be written with the same weight. Since $g\propto E^{1/2}$, the number of states below $E$ is $\int_0^Eg\,dE'=\tfrac23Eg(E)$. Integration by parts gives
\begin{equation}
n=\int_0^\infty g f_0\,dE
=\Big[\tfrac23Eg f_0\Big]_0^\infty+\frac23\int_0^\infty gE(-f_0')\,dE .
\label{eq:n}
\end{equation}
The bracket vanishes at the lower limit because of $Eg$ and at the upper limit because of $f_0$. Multiplying and dividing (\ref{eq:sigmaE}) by $n$ in this form yields
\begin{equation}
\sigma=\frac{ne^2}{m}\langle\tau\rangle,\qquad
\langle\tau\rangle=
\frac{\int_0^\infty E^{3/2}\tau(E)(-f_0')\,dE}
{\int_0^\infty E^{3/2}(-f_0')\,dE}.
\label{eq:avg}
\end{equation}
This holds at any temperature, degenerate or not, within the linear response of this model, provided the integrals converge. The full density appears because of the integration by parts, while the relaxation time is sampled where $f_0$ varies.

\section{Degenerate limit and its thermal correction}

For $k_BT\ll E_F$, $-f_0'$ is a peak of nearly unit area, a few $k_BT$ wide, near $E_F$. If $\tau$ varies little across the peak, it can be taken out of the integral:
\begin{equation}
\boxed{\;\sigma=\frac{ne^2\tau(E_F)}{m}\;}
\label{eq:main}
\end{equation}

The leading error follows for a power law $\tau=\tau_F(E/E_F)^r$. Define $I_p=\int_0^\infty E^p(-f_0')\,dE$ and substitute $E=\mu+k_BTy$. Then $-f_0'\,dE=h(y)\,dy$ with $h=1/[4\cosh^2(y/2)]$. Extending the lower limit to $-\infty$ in the expanded integrand neglects terms that are exponentially small in $\mu/k_BT$. Expanding to second order in $y$,
\begin{equation}
E^p=\mu^p\left[1+p\,\frac{k_BT}{\mu}y
+\frac{p(p-1)}2\left(\frac{k_BT}{\mu}\right)^2y^2+\dots\right].
\end{equation}
The function $h$ is even and has unit area, so the linear term drops out. Since $h=-\frac{d}{dy}(e^y+1)^{-1}$, integration by parts gives
\begin{equation}
\int_{-\infty}^{\infty}y^2h\,dy=4\int_0^\infty\frac{y\,dy}{e^y+1}
=4\sum_{s=1}^\infty\frac{(-1)^{s+1}}{s^2}=\frac{\pi^2}{3}.
\end{equation}
The sum comes from expanding $1/(e^y+1)$ in powers of $e^{-y}$, and its value is $\pi^2/12$. Therefore
\begin{equation}
I_p=\mu^p\left[1+\frac{\pi^2}{6}p(p-1)\left(\frac{k_BT}{\mu}\right)^2+\dots\right].
\end{equation}

The density is held fixed, so $\mu$ moves with temperature. By (\ref{eq:n}), $n\propto I_{3/2}$, and at zero temperature $I_{3/2}=E_F^{3/2}$; this value must persist. With $t=k_BT/E_F$,
\begin{equation}
\left(\frac{\mu}{E_F}\right)^{3/2}\left(1+\frac{\pi^2}{8}t^2\right)=1
\quad\Rightarrow\quad
\mu=E_F\left(1-\frac{\pi^2}{12}t^2\right)
\end{equation}
up to terms of order $t^4$. The average is $\langle\tau\rangle/\tau_F=I_p/E_F^p$ with $p=r+\tfrac32$. The factor $\mu^p$ contributes $-p\pi^2t^2/12$, so
\begin{align}
\frac{\langle\tau\rangle}{\tau_F}
&=1+\frac{\pi^2}{6}t^2\left[p(p-1)-\frac p2\right]+\dots\nonumber\\
&=1+\frac{\pi^2}{6}\,r\left(r+\frac32\right)t^2+\dots
\label{eq:thermal}
\end{align}
The correction vanishes for constant $\tau$, as it must. For $r=3/2$ the coefficient is $3\pi^2/4=7.40$. At $t=0.05$ the expansion gives 1.0185 and the full average 1.0184. At $t=0.2$ they are 1.296 and 1.279, and the integral should be used.

\section{The rigid shift}

The first form of (\ref{eq:f1}) is the linear term of a Taylor expansion:
\begin{equation}
f_0+f_1\simeq f_0\!\left(\mathbf k+\frac{e\tau\mathbf F}{\hbar}\right)
=f_0(\mathbf k-\delta\mathbf k),\qquad
\delta\mathbf k=-\frac{e\tau\mathbf F}{\hbar}.
\label{eq:shift}
\end{equation}
A function of $\mathbf k-\delta\mathbf k$ is centred at $\delta\mathbf k$, so the displacement points against the field. If $\tau$ depends on energy, so does $\delta\mathbf k$, and the shift is not rigid in general. In a degenerate gas, however, $f_1$ is concentrated at the Fermi energy, where the displacement has the single value given by $\tau_F$. The interior of the sphere is full before and after the shift, so other values of $\tau$ there leave no trace at first order.

At zero temperature $f_0$ is a step and the pointwise Taylor expansion fails. The statement then concerns integrals with a smooth weight $w(\mathbf k)$, such as a velocity component. Multiply (\ref{eq:full}) by $w$ and integrate by parts, assuming smooth $\tau w$ and no boundary terms at large $k$:
\begin{equation}
\int wf\,d^3k=\int wf_0\,d^3k-\frac e\hbar\int f\,\mathbf F\cdot\nabla_{\mathbf k}(\tau w)\,d^3k .
\end{equation}
In the last term $f$ may be replaced by $f_0$. The same identity, applied with $\mathbf F\cdot\nabla_{\mathbf k}(\tau w)$ as the new weight, shows that the error is of second order in $\mathbf F$. Integrating back by parts gives $\int wf_1\,d^3k$, with $f_1$ from (\ref{eq:f1}) understood as a surface delta function. Its factor $\tau$ is evaluated at $E_F$. The result is therefore the first-order change produced by a rigid displacement with $\tau=\tau_F$, for every such weight.

\subsection{Two ways to count the current}

In the displaced sphere, each electron has on average the extra velocity
\begin{equation}
\mathbf v_d=\frac{\hbar\,\delta\mathbf k}{m}=-\frac{e\tau_F}{m}\mathbf F,
\qquad
\mathbf j=-en\mathbf v_d=\frac{ne^2\tau_F}{m}\mathbf F .
\end{equation}

The same current can be assigned to the Fermi surface. At angle $\theta$ from $\delta\mathbf k$ the surface moves outwards by $|\delta\mathbf k|\cos\theta$ to first order. The density of electrons in the surplus layer on the forward half is
\begin{equation}
n_s=\frac{2}{(2\pi)^3}k_F^2|\delta\mathbf k|
\int_{\cos\theta>0}\cos\theta\,d\Omega
=\frac{k_F^2|\delta\mathbf k|}{4\pi^2},
\end{equation}
since the angular integral is $\pi$. With $n=k_F^3/(3\pi^2)$,
\begin{equation}
\frac{n_s}{n}=\frac34\,\frac{|\delta\mathbf k|}{k_F}.
\label{eq:layer}
\end{equation}
The mean forward velocity in the layer is $v_F\int\cos^2\theta\,d\Omega/\int\cos\theta\,d\Omega=\tfrac23v_F$ over the half sphere. The missing electrons on the rear half, which would have moved backwards, contribute an equal amount. The particle current is $2n_s\cdot\tfrac23v_F=nv_F|\delta\mathbf k|/k_F=n|\mathbf v_d|$, because $v_F=\hbar k_F/m$. Either all electrons drift slowly or a few move at nearly the Fermi speed. Combining the small number $n_s$ with the small velocity $v_d$ would count the displacement twice.

In the surface picture, (\ref{eq:sigmaE}) becomes $\sigma=\tfrac13e^2g(E_F)v_F^2\tau_F$. Inserting $g(E_F)=3n/(2E_F)$ and $v_F^2=2E_F/m$ returns (\ref{eq:main}).

\section{Where the rigid shift ends}

\subsection{Strong fields}

For constant $\tau$ the full equation can be solved. With $\delta\mathbf k$ from (\ref{eq:shift}), it reads $f-f_0=-\delta\mathbf k\cdot\nabla_{\mathbf k}f$, and its solution is
\begin{equation}
f(\mathbf k)=\int_0^\infty e^{-s}f_0(\mathbf k-s\,\delta\mathbf k)\,ds .
\label{eq:exp}
\end{equation}
To verify this, note that $-\delta\mathbf k\cdot\nabla_{\mathbf k}f_0(\mathbf k-s\,\delta\mathbf k)$ is the derivative of $f_0(\mathbf k-s\,\delta\mathbf k)$ with respect to $s$. Integration by parts then gives
\begin{equation}
-\delta\mathbf k\cdot\nabla_{\mathbf k}f
=\Big[e^{-s}f_0(\mathbf k-s\,\delta\mathbf k)\Big]_0^\infty+f=f-f_0 .
\end{equation}
Here $s$ is the time, in units of $\tau$, since the last relaxation event of the model, which returns the occupation to $f_0$ at the rate $1/\tau$. It is not the time since the last real collision when small-angle scattering matters. The model also lets every angular component of $f-f_0$ decay at this one rate, which was derived above only for the $\cos\theta$ component, so the results beyond first order are properties of the model. The solution is a weighted set of displaced spheres. The weight $e^{-s}$ has mean 1 and variance 1, so the mean displacement is $\delta\mathbf k$ at any field, while the variance of $k$ along the field grows by $|\delta\mathbf k|^2$. The current therefore stays linear in this model, but the sphere is not rigidly shifted beyond first order. Numerically, a displacement of $0.100\,k_F$ adds a variance of $0.0100\,k_F^2$.

For energy-dependent $\tau$ the current itself acquires corrections. Reversing $\mathbf F$ reverses the current, so the first correction to $\sigma$ is quadratic in the field if an expansion exists. For $r=3/2$ and $t=0.05$, integration of the full equation gives $\sigma m/(ne^2\tau_F)=1.0190$ at $|\delta\mathbf k|/k_F=0.005$ and 1.0205 at 0.010, against the linear-response value 1.0184. The deviation grows by a factor of 4.0 when the field doubles. In these ratios $n$ is the equilibrium density: integrating the Boltzmann equation over $\mathbf k$ gives $\int(f-f_0)/\tau\,d^3k=0$, which does not fix the density at second order when $\tau$ varies. At $|\delta\mathbf k|/k_F=0.010$ the density of this solution exceeds the equilibrium value by 0.03\%, about 15\% of the deviation; referred to the actual density, the ratio is 1.0202.

The power law must also end somewhere. With $\tau\propto k^3$, an electron driven outwards along the field axis from $k_F$ escapes all relaxation events of the model, which occur at the rate $1/\tau$, with probability
\begin{equation}
\exp\left[-\int_{k_F}^\infty\frac{\hbar\,dk}{eF\tau(k)}\right]
=\exp\left(-\frac{k_F}{2|\delta\mathbf k|}\right),
\end{equation}
where $\delta\mathbf k$ is taken at $\tau_F$. At $|\delta\mathbf k|/k_F=0.01$ this is $e^{-50}$. It is negligible in a calculation over a finite range of $k$, but it rules out an unlimited range.

\subsection{Warm gases}

When $\tau$ depends on energy and $k_BT$ is not small compared with $E_F$, different currents imply different displacements; for constant $\tau$ the first-order shift (\ref{eq:shift}) is rigid at any temperature. The energy current has one more factor $E$ in its integrand, so it averages $\tau$ with $E^{5/2}(-f_0')$ and favours higher energies. For $r=3/2$, the displacements inferred from the particle and energy currents, in units of $e\tau_FF/\hbar$, are 1.003 and 1.005 at $t=0.02$, but 1.28 and 1.45 at $t=0.2$. One rigid shift with $\tau_F$ reproduces these two currents to within about half a percent in the cold gas, but not in the warm one. Even in the cold gas it does not reproduce every quantity. The heat current carries the factor $E-\mu$, which changes sign at $\mu$, so the slope of $E^{3/2}\tau(E)$ decides its value. To leading order in $t$ it is $(r+\tfrac32)/\tfrac32$ times the value for a rigid shift, a factor of two for $r=3/2$.

\section{Worked example}

Take a model metal with $n=5.0\times10^{28}\,\mathrm{m^{-3}}$, the free-electron mass, $\tau_F=20\,\mathrm{fs}$, $r=3/2$, $T=300\,\mathrm K$ and $F=100\,\mathrm{V/m}$. The Fermi sphere has
\begin{equation}
k_F=(3\pi^2n)^{1/3}=1.140\times10^{10}\,\mathrm{m^{-1}},
\end{equation}
which gives $E_F=4.95\,\mathrm{eV}$ and $v_F=1.319\times10^6\,\mathrm{m/s}$. The conductivity is
\begin{equation}
\sigma=\frac{(5.0\times10^{28})(1.6022\times10^{-19})^2(2.0\times10^{-14})}
{9.1094\times10^{-31}}\,\mathrm{S/m}
=2.818\times10^7\,\mathrm{S/m},
\end{equation}
or a resistivity of $35.5\,\mathrm{n\Omega\,m}$. The surface form, with $g(E_F)=9.459\times10^{46}\,\mathrm{J^{-1}m^{-3}}$, gives the same conductivity.

The displacement is
\begin{equation}
|\delta\mathbf k|=\frac{(1.6022\times10^{-19})(2.0\times10^{-14})(100)}
{1.0546\times10^{-34}}\,\mathrm{m^{-1}}
=3.04\times10^3\,\mathrm{m^{-1}},
\end{equation}
so $|\delta\mathbf k|/k_F=2.67\times10^{-7}$. The drift speed is $0.352\,\mathrm{m/s}$ and the current density is $\sigma F=2.818\times10^9\,\mathrm{A/m^2}$. The Joule power $\sigma F^2=2.8\times10^{11}\,\mathrm{W/m^3}$ is large: with one atom per conduction electron and a heat capacity of $3k_B$ per atom, the metal would warm by about $1.4\times10^5\,\mathrm K$ per second without cooling. The fixed temperature therefore presupposes a short pulse or a thin, well-cooled conductor. By (\ref{eq:layer}), the surplus layer holds a fraction $0.75\times2.67\times10^{-7}=2.0\times10^{-7}$ of the electrons.

The transport mean free path is $v_F\tau_F=26.4\,\mathrm{nm}$; the mean distance between collisions is shorter when small-angle scattering dominates. Over the transport mean free path the field changes an electron's energy by at most $eFv_F\tau_F=2.64\times10^{-6}\,\mathrm{eV}$, far below $k_BT=0.0259\,\mathrm{eV}$. Since $f_0$ varies on the scale $k_BT$, the pointwise expansion (\ref{eq:shift}) is justified here as well.

With $t=0.00522$, (\ref{eq:thermal}) gives a relative correction of $7.40\times(0.00522)^2=2.0\times10^{-4}$. This is the effect of thermal averaging at a given function $\tau(E)$. A change of $\tau(E)$ itself with temperature is a separate matter. In this strongly degenerate example it enters mainly through $\tau_F$; a change in the exponent $r$ alters only the small thermal correction.

\section{Use in a calculation}

For a degenerate gas, compute $E_F$ from the density, evaluate the current relaxation time there and use (\ref{eq:main}). Equation (\ref{eq:thermal}) estimates the thermal error when, within several $k_BT$ of $E_F$, $\tau$ follows a power law in slope and curvature as well as in value. If that error matters, find $\mu$ from the density and evaluate (\ref{eq:avg}) in the variable $y=(E-\mu)/k_BT$ with the analytic weight $h(y)$; this avoids differentiating a steep Fermi function on an energy grid. The denominator should equal $E_F^{3/2}$, which checks $\mu$.

The result was derived for an isotropic parabolic band. For an isotropic non-parabolic band the first form of (\ref{eq:sigmaE}) still holds with the $g(E)$ and $v(E)$ of that band, but (\ref{eq:avg}) does not follow. For an ellipsoidal parabolic band with $\tau(E)$, rescaling the axes of $\mathbf k$ gives $ne^2\langle\tau\rangle/m_i$ along the principal axis with mass $m_i$. For a general band shape or a relaxation time that depends on direction, the velocity and the deviation $f_1$ are kept under the integral over $\mathbf k$. Collisions that no relaxation time can represent lie outside the model. The numerical check compares the formulas with the full stationary equation and with direct quadrature.

\section*{Values computed for the example and the checks}
\begin{verbatim}
MODEL METAL, tau proportional to E^(3/2)
electron density n = 5.000e+28 m^-3
mass m = 9.10938e-31 kg
relaxation time at E_F = 20.0 fs
temperature = 300 K, field = 100 V/m
Fermi wave vector = 1.1397e+10 m^-1
Fermi energy = 4.9490 eV
Fermi speed = 1.3194e+06 m/s
mean free path = 26.39 nm
displacement |dk| = 3.0385e+03 m^-1
|dk|/k_F = 2.6660e-07
drift speed = 0.3518 m/s
surplus layer, fraction of electrons = 1.9995e-07
energy e F v_F tau_F = 2.6388e-06 eV
thermal energy k_B T = 0.02585 eV
density of states at E_F = 9.4588e+46 J^-1 m^-3
sigma = n e^2 tau_F/m = 2.8179e+07 S/m
sigma from density of states = 2.8179e+07 S/m
resistivity = 35.487 nOhm m
current density = 2.8179e+09 A/m^2
current density, displaced sphere = 2.8179e+09 A/m^2
k_B T/E_F = 0.00522
<tau>/tau_F - 1 at 300 K = 2.020e-04
THERMAL AVERAGE, tau proportional to E^(3/2)
k_B T/E_F = 0.02: <tau>/tau_F = 1.00296, leading expansion 1.00296
k_B T/E_F = 0.05: <tau>/tau_F = 1.01844, leading expansion 1.01851
k_B T/E_F = 0.10: <tau>/tau_F = 1.07300, leading expansion 1.07402
k_B T/E_F = 0.20: <tau>/tau_F = 1.27863, leading expansion 1.29609
r = +1.5: coefficient of (k_B T/E_F)^2: numerical 7.3983, formula 7.4022
r = -0.5: coefficient of (k_B T/E_F)^2: numerical -0.8230, formula -0.8225
FULL BOLTZMANN EQUATION, k_B T/E_F = 0.05, tau ~ E^(3/2)
linear response sigma/(n e^2 tau_F/m) = 1.01844
|dk|/k_F = 0.002: sigma/(n e^2 tau_F/m) = 1.01853
|dk|/k_F = 0.005: sigma/(n e^2 tau_F/m) = 1.01896
|dk|/k_F = 0.010: sigma/(n e^2 tau_F/m) = 1.02052
deviation ratio when field doubles = 4.027
DISPLACEMENT / (e tau_F F/hbar), from two currents
k_B T/E_F = 0.02: particle current 1.0030, energy current 1.0051
k_B T/E_F = 0.20: particle current 1.2788, energy current 1.4518
CONSTANT tau, STRONG FIELD, k_B T/E_F = 0.05
e tau F/(hbar k_F) = 0.100
mean displacement/k_F = 0.10000
added variance of k along field/k_F^2 = 0.01000
\end{verbatim}
